Exact Coulomb interference of slow electrons and its classical limit, part 1

(Sections cited here and not found follow in the second part.)

## First half: from orbits to the exact Coulomb amplitude

### What goes wrong at lowest order

Let two slow, unpolarized electrons collide, and describe them by the exchange of a single photon. In the centre-of-mass frame this gives

dσ/dΩ = (1/4E)² [1/s⁴ + 1/c⁴ − 1/(s²c²)],   s = sin(θ/2), c = cos(θ/2).   (1)

Here E is the kinetic energy of the relative motion, and either electron may enter the detector at angle θ. The first two terms are the classical count: Rutherford scattering of the projectile plus that of the recoiling partner. The third term comes from the identity of the electrons.

Equation (1) cannot have a classical limit. Its bracket depends on the angle alone, and in ordinary units the prefactor is e²/(4πε₀·4E) squared, which contains no ħ. Making the electrons slower, or letting ħ go to zero, leaves the exchange term as large as before relative to the two classical terms. At θ = 90° the bracket is 4 + 4 − 4 = 4, half the classical value 8, at every energy. A detector that accepts all angles from 80° to 100° would register 0.510 of the classical count, however slow the electrons.

The missing ingredient is the phase of the Coulomb amplitude. It has no effect on the scattering of two different particles, but it enters as soon as two amplitudes are added.

### Units and the relative motion

The algebra uses atomic units: ħ, the electron mass and e²/(4πε₀) are one. The electrons move at speeds far below that of light, feel only their Coulomb repulsion, and are far from all other charges. Magnetic and spin-dependent forces are left out. In one-photon exchange they come from the coupling of currents, each carrying a factor of order v/c, and from spin-dependent corrections to the charge density, which are of order (v/c)². Both are smaller than the Coulomb term by a factor of order (v/c)².

The Hamiltonian is

H = −½∇₁² − ½∇₂² + 1/|r₁ − r₂|.

Put R = (r₁ + r₂)/2 and r = r₁ − r₂. The chain rule gives ∇₁ = ½∇_R + ∇ and ∇₂ = ½∇_R − ∇, where ∇ acts on r. In the sum of squares the mixed terms cancel:

∇₁² + ∇₂² = ½∇_R² + 2∇².

The centre of mass therefore moves freely, and the relative motion obeys

−∇²ψ + ψ/r = Eψ.   (2)

This is the motion of one particle with reduced mass 1/2. If v is the relative speed, then

k = v/2,   E = v²/4 = k²,   η = 1/v = 1/(2k).   (3)

In ordinary units η = e²/(4πε₀ħv). This dimensionless number measures the strength of the repulsion for the given speed, and it is large for slow electrons. Since 2ηk = 1, equation (2) becomes

(∇² + k² − 2ηk/r)ψ = 0.   (4)

A combination used repeatedly is η/(2k) = 1/(4k²) = 1/(4E).

### The simplest case: Newtonian orbits

Let the relative particle arrive with impact parameter b and be deflected by θ. Its orbit is symmetric about the line from the centre to the point of closest approach. Measure the polar angle φ from that line. The two straight ends of the orbit lie at φ = ±(π − θ)/2.

The momentum μv keeps its magnitude and turns by θ, so its change lies along the symmetry axis and has size 2μv sin(θ/2) = vs, because 2μ = 1. The same change is the time integral of the force component along the axis, cos φ/r². Conservation of angular momentum gives r² dφ/dt = vb, so dt/r² = dφ/(vb) and

vs = (1/vb) ∫ cos φ dφ = 2 sin[(π − θ)/2]/(vb) = 2c/(vb).

With v² = 4E this yields

b = (2/v²)(c/s) = cot(θ/2)/(2E).   (5)

Particles arriving in the ring 2πb|db| leave in the solid angle 2π sin θ|dθ|. From (5), |db/dθ| = 1/(4Es²), and with sin θ = 2sc one finds b/sin θ = 1/(4Es²). The product is

(dσ/dΩ) for the projectile = b|db/dθ|/sin θ = (1/4E)²/s⁴.   (6)

The partner leaves in the opposite direction. It enters a detector at θ when the projectile is deflected by π − θ, which exchanges s and c. Counting both electrons gives the classical sum

(dσ/dΩ)cl = (1/4E)² [1/s⁴ + 1/c⁴].   (7)

As a check, the deflection was also obtained by numerical integration over the orbit, without the use of (5). At E = 0.1 eV and θ = 70° the resulting sum is 14852 Å²/sr, the value that (7) gives.

### The next case: the interaction taken once

For a weak potential the outgoing wave follows from one action of the potential on the plane wave. Write (4) as (∇² + k²)ψ = Uψ with U = 1/r. The outgoing solution of (∇² + k²)G = δ(r) is G = −e^{ikr}/(4πr). Far away, |r − r′| ≈ r − n·r′, where n is the direction of observation. The coefficient of e^{ikr}/r is then

f₁ = −(1/4π) ∫ e^{−iq·r} U(r) d³r,   q = k(n − ẑ),   q = 2ks.

The integral for 1/r is defined by inserting a screening factor e^{−λr}, which gives 4π/(q² + λ²), and then letting λ go to zero. Hence

f₁ = −1/q² = −1/(4k²s²) = −1/(4Es²).   (8)

Its square is the classical result (6). For two different particles, then, the first-order quantum result and Newton's mechanics agree at every speed. This agreement says nothing about the phase of f, and (8) gives a real amplitude. The screened integral also leaves open what happens in a true Coulomb field, whose long range bends the wave at all distances. That calls for an exact solution.

### The exact wave

Look for a solution of (4) of the form ψ = e^{ikz}g(u) with u = r − z. It describes a wave arriving along z, modified by a function that can distinguish the forward direction from all others. The required derivatives are

|∇u|² = |r̂ − ẑ|² = 2(1 − z/r) = 2u/r,   ∇²u = 2/r,   ∂u/∂z = z/r − 1 = −u/r.

Therefore

∇²ψ = e^{ikz}[−k²g + 2ik(−u/r)g′ + (2u/r)g″ + (2/r)g′].

In (4) the terms k²g cancel. Multiplication by r/2 leaves

u g″ + (1 − iku)g′ − ηk g = 0.

Now use w = iku as the variable. Each derivative with respect to u brings a factor ik, so u d²g/du² = ik w d²g/dw². Division by ik gives

w g″ + (1 − w)g′ − a g = 0,   a = −iη.   (9)

The last coefficient follows from −ηk/(ik) = iη = −a. Insert the power series g = Σ cₙwⁿ. The coefficient of wⁿ gives (n + 1)²cₙ₊₁ = (a + n)cₙ, so the solution regular at the origin, with c₀ = 1, is

g(w) = Σ (a)ₙ wⁿ/(n!)²,   (a)ₙ = a(a + 1)…(a + n − 1).   (10)

This is the confluent hypergeometric function 1F1(a; 1; w). A finite-difference test of the wave in equation (4), in units where k = 1, left a residual below 10⁻⁶ relative to the size of the wave function at the chosen point, both for 10 eV and for 0.1 eV.

### Its form far away

The series does not show the behaviour at large distance. An integral does:

g(w) = (1/2πi) ∮ e^{wt} t^{a−1}(t − 1)^{−a} dt,   (11)

where the contour runs counterclockwise around both t = 0 and t = 1. To verify it, take |t| > 1 and write the two powers as t^{−1}(1 − 1/t)^{−a} = Σ (a)ₙ t^{−n−1}/n!. The integral of e^{wt}t^{−n−1} is 2πi wⁿ/n!, and (10) follows.

Let κ = ku = k(r − z), so that w = iκ. The factor e^{iκt} vanishes when t goes to +i∞. The top of the contour may be moved there and opened. Next, draw cuts from 0 and from 1 straight upward and let the arguments of t and of t − 1 lie between −3π/2 and π/2. Outside the pair of cuts this choice agrees with the integrand in (11), because the exponents add up to −1. The lower part of the contour can now be pulled up between the cuts. What remains is one loop around each cut.

Each loop is evaluated with Hankel's formula,

1/Γ(ζ) = (1/2πi) ∫ e^s s^{−ζ} ds,   (12)

where s comes in from −∞ with argument −π, passes around zero counterclockwise, and returns with argument π. For Re ζ < 1 the two edges of the cut give (e^{iπζ} − e^{−iπζ})Γ(1 − ζ)/(2πi) = sin(πζ)Γ(1 − ζ)/π, which is 1/Γ(ζ) by the reflection formula. Other ζ follow by analytic continuation.

On the loop at t = 0 put s = wt. As w has argument π/2, the argument of s runs from −π to π, as required. For large κ only small t matters, and there t − 1 ≈ −1 has argument −π, so (t − 1)^{−a} ≈ e^{iπa} = e^{πη}. The loop gives

e^{πη}w^{iη}/Γ(1 + iη) = e^{πη/2}e^{iη ln κ}/Γ(1 + iη),   (13)

because w^{iη} = κ^{iη}e^{−πη/2}.

On the loop at t = 1 put t = 1 + s/w. Here t^{a−1} ≈ 1, and the result is

e^w w^{a−1}/Γ(a) = e^{iκ} e^{πη/2}e^{−iη ln κ}/[iκ Γ(−iη)].   (14)

The first neglected terms come from the next order of the slowly varying factor on each loop. At t = 0, (1 − t)^{−a} ≈ 1 + as/w, and the extra power of s turns 1/Γ(1 − a) into 1/Γ(−a) = −a/Γ(1 − a), a relative term −a²/w. At t = 1, t^{a−1} ≈ 1 + (a − 1)s/w, and 1/Γ(a) becomes 1/Γ(a − 1) = (a − 1)/Γ(a), a relative term (a − 1)²/w. Relative to the leading terms they are η²/(iκ) for (13) and (1 + iη)²/(iκ) for (14). The asymptotic form thus requires κ to be large compared with 1 + η². Since κ = 2krs², it fails in the exact forward direction at any distance.

### The amplitude, with its phase

Multiply the wave by the constant e^{−πη/2}Γ(1 + iη), which gives the incident part unit magnitude. With e^{ikz}e^{iκ} = e^{ikr} the two loops become

ψ → e^{i[kz + η ln k(r − z)]} + [Γ(1 + iη)/Γ(−iη)] e^{i(kr − η ln κ)}/(iκ).   (15)

The first term is the incident wave. The logarithm records the slow bending by the long-range force. On the side from which the wave arrives, its gradient falls off as 1/r, so the incident flux is still that of a plane wave. The correction η²/(iκ) to this term also falls off as 1/r, but it carries the phase of the incident wave and does not belong to the outgoing one.

In the second term use Γ(1 − iη) = −iηΓ(−iη), so 1/Γ(−iη) = −iη/Γ(1 − iη). The two gamma functions left over are complex conjugates, and their ratio is e^{2iσ₀} with σ₀ = arg Γ(1 + iη). Insert κ = 2krs² and split the logarithm into ln 2kr + ln s². The outgoing wave is f(θ)e^{i(kr − η ln 2kr)}/r with

f(θ) = −(η/2ks²) exp(2iσ₀ − iη ln s²).   (16)

Two limits test this stage. For η → 0 the exponential tends to one, and η/(2k) = 1/(4E) brings back the first-order amplitude (8). For every η the magnitude squared is (1/4E)²/s⁴, the Rutherford result (6).

The phase was tested separately. The series (10) was summed at three large distances, the incident wave was subtracted, and the outgoing coefficient was extrapolated to infinite distance. For the angles 70° and 110° the larger deviation from (16), relative to the amplitude, was 4.5 × 10⁻⁸ at 10 eV and 2.5 × 10⁻⁴ at 0.1 eV.

## Second half: identical electrons and the return of the classical sum

### What is carried over

The angle θ refers to the centre-of-mass frame, with s = sin(θ/2) and c = cos(θ/2). The relative speed is v, and in atomic units k = v/2, E = k² and η = 1/v. The outgoing Coulomb wave has the radial factor e^{i(kr − η ln 2kr)}/r and the amplitude

f(θ) = −(1/4E)(1/s²) exp(2iσ₀ − iη ln s²).   (17)

The constant σ₀ depends on η but not on the angle. An orbit deflected by θ has impact parameter b(θ) = cot(θ/2)/(2E), and the classical count of both electrons is (1/4E)²[1/s⁴ + 1/c⁴].

### Two electrons with the same spin

Start with two electrons whose spins both point up. Exchanging them reverses r = r₁ − r₂, and the spatial wave function must change sign:

ψ₋(r) = [ψ(r) − ψ(−r)]/√2.

The point −r has the same distance r and the polar angle π − θ. The logarithm in the radial factor depends on the distance alone, so it is common to both terms, and the constant σ₀ is common as well. The outgoing amplitude is [f(θ) − f(π − θ)]/√2.

The detector at θ responds when electron 1 arrives there, and also when electron 2 does. These are the directions n and −n of the relative coordinate, and each has the probability ½|f(θ) − f(π − θ)|². Their sum is

(dσ/dΩ)↑↑ = |f(θ) − f(π − θ)|².   (18)

At θ = 90° the two amplitudes are equal and the cross section vanishes for every η. Two electrons with equal spins do not leave at right angles in this frame, no matter how slow they are. This already shows that a large η cannot restore the classical result at each single angle.

### General spins

Write f = f(θ) and f′ = f(π − θ), and let P be the operator that exchanges the two spins. The scattering operator in spin space is

M = f − f′P.   (19)

In the three triplet states P = 1, which gives f − f′ as in (18). In the singlet P = −1, which gives f + f′, as it must for a symmetric spatial function. For unpolarized electrons one averages over the four initial spin states and sums over the final ones:

dσ/dΩ = ¼ Tr(M†M) = |f|² + |f′|² − ½ Tr(P) Re(f f′*).

Here P² = 1 was used, and the trace of P is 3 − 1 = 2. Hence

dσ/dΩ = |f|² + |f′|² − Re(f f′*).   (20)

The weights 1/4 and 3/4 for singlet and triplet give the same: the coefficient of Re(f f′*) is 2·¼ − 2·¾ = −1.

There is a direct reading of (20). An initial state with spins up and down becomes f|↑↓⟩ − f′|↓↑⟩. The two parts are orthogonal, because a spin measurement could tell which electron went where, and no interference remains: the count is |f|² + |f′|². In an unpolarized collision half the pairs have opposite spins along a chosen axis and half have equal spins. The average of |f|² + |f′|² and |f − f′|² is again (20).

We now have the exact Coulomb amplitude with its phase, and the unpolarized cross section (20) that combines the amplitudes for the two electrons. It remains to evaluate the interference term and to see in what sense the classical sum returns for slow electrons.
